# Third-order dissipation of thin viscoelastic films on a quartz resonator, part 1

(Sections cited here and not found follow in the second part.)

## The resonance of a loaded plate and its expansion in film thickness

A quartz resonator that monitors the growth of a soft molecular layer reports a frequency, and the user wants a mass. The usual conversion treats the film as rigid. A soft film is not rigid: it shears under its own inertia, and part of the work of shearing becomes heat. If this shearing changed the frequency at first order in thickness, the first nanometre would be misweighed by a fixed fraction, and growing a thinner film would not help. There is a second danger. A very thin film that causes no measurable broadening of the resonance may be taken for a stiff one, although its broadening would be too small to see even if it were a rubber. Both questions are settled by finding the power of the thickness at which the film's modulus first enters the resonance.

### The model and its conventions

A quartz plate of thickness $h_q$, density $\rho_q$ and shear modulus $G_q$ fills $-h_q<z<0$. A film of thickness $d$, density $\rho$ and shear modulus $G$ fills $0<z<d$. All motion is parallel to the faces and depends on $z$ alone, so edges and the lateral shape of the vibration are left out. The electrical stiffening of quartz is neglected and the electrodes are counted as part of the plate. The film is homogeneous and bonded without slip, and its outer face is in vacuum. The plate is at first lossless, so $G_q$ is real.

The displacement is the real part of $u(z)e^{i\omega t}$ with a complex angular frequency $\omega=\omega'+i\omega''$. Since

$$
e^{i\omega t}=e^{i\omega' t}\,e^{-\omega'' t},
\tag{1}
$$

a decaying vibration has $\omega''>0$. If the plate is driven at a real angular frequency $\Omega$ near resonance, the amplitude is proportional to $1/(\Omega-\omega)$, and its square to $1/[(\Omega-\omega')^2+\omega''^2]$. This falls to half its peak at $|\Omega-\omega'|=\omega''$. The half bandwidth in hertz and the dissipation factor are therefore

$$
\Gamma=\frac{\omega''}{2\pi},\qquad D=\frac{2\Gamma}{f}=\frac{2\omega''}{\omega'},
\tag{2}
$$

where $f=\omega'/2\pi$. The energy decays as $e^{-2\omega''t}$, so $D$ is the fraction of the energy lost per radian of vibration when the loss is small.

With the time factor in (1), a dissipative film has $G=G'+iG''$ with $G''>0$. The expansion will contain the inverse of $G$, the compliance:

$$
\frac1G=\frac{G'-iG''}{G'^2+G''^2}=J'-iJ'',\qquad
J'=\frac{G'}{|G|^2},\quad J''=\frac{G''}{|G|^2}.
\tag{3}
$$

Here $J'$ measures elastic yielding and $J''$ measures loss. Both are positive for an ordinary viscoelastic solid.

### The resonance condition

The shear stress is $\sigma=G\,du/dz$. Density times acceleration equals the gradient of the stress, and two time derivatives give $-\omega^2$, so in each material

$$
\frac{d}{dz}\left(G\frac{du}{dz}\right)=-\omega^2\rho\,u .
\tag{4}
$$

For constant $G$ the solutions are sines and cosines with wavenumber $k=\omega\sqrt{\rho/G}$. It helps to define the shear impedance $Z=\sqrt{\rho G}$, because then

$$
Gk=\omega Z,\qquad Zk=\omega\rho .
\tag{5}
$$

The second relation contains no modulus, and this will matter below. Subscripts $q$ and $f$ denote plate and film.

No stress acts on the free faces $z=-h_q$ and $z=d$, so $du/dz=0$ there. The solutions with this property are

$$
u_q=A\cos[k_q(z+h_q)],\qquad u_f=B\cos[k_f(d-z)].
\tag{6}
$$

At $z=0$ the displacement is continuous because the film does not slip:

$$
A\cos(k_qh_q)=B\cos(k_fd).
\tag{7}
$$

The stress is continuous too. The derivative of $u_q$ gives $-k_qA\sin(k_qh_q)$. In the film the argument contains $-z$, which reverses the sign and gives $+k_fB\sin(k_fd)$. With $Gk=\omega Z$,

$$
-\omega Z_qA\sin(k_qh_q)=\omega Z_fB\sin(k_fd).
\tag{8}
$$

For a thin film both cosines in (7) are far from zero, so (8) may be divided by (7). After cancelling $\omega$,

$$
Z_q\tan(k_qh_q)+Z_f\tan(k_fd)=0 .
\tag{9}
$$

The choice of sign for the complex square root in $Z_f$ has no effect. Reversing it reverses both $Z_f$ and $k_f$, and the tangent is odd.

Without the film, (9) reduces to $\tan(k_qh_q)=0$, so $k_qh_q=n\pi$ with a positive integer $n$. Let $m_q=\rho_qh_q$ be the areal mass of the plate. From (5), $k_q=\omega\rho_q/Z_q$, hence $k_qh_q=\omega m_q/Z_q$ and the bare resonance lies at

$$
\omega_0=\frac{n\pi Z_q}{m_q}.
\tag{10}
$$

### Scaled form

Two small numbers describe the loaded plate, the mass ratio and the relative frequency shift:

$$
\mu=\frac{\rho d}{m_q},\qquad \delta=\frac{\omega-\omega_0}{\omega_0}.
\tag{11}
$$

The shift $\delta$ is complex. Since $\omega=\omega_0(1+\delta)$, the plate's phase is $k_qh_q=n\pi(1+\delta)$, and $\tan(n\pi+n\pi\delta)=\tan(n\pi\delta)$ because the tangent has period $\pi$. The film's phase follows from (5), (10) and (11):

$$
k_fd=\frac{\omega\rho d}{Z_f}
=\frac{\omega_0(1+\delta)\,\mu m_q}{Z_f}
=n\pi\mu(1+\delta)\frac{Z_q}{Z_f}.
\tag{12}
$$

Equation (9) becomes

$$
\tan(n\pi\delta)=-\frac{Z_f}{Z_q}\tan\left[n\pi\mu(1+\delta)\frac{Z_q}{Z_f}\right].
\tag{13}
$$

At $\mu=0$ this has the solution $\delta=0$. Both sides are analytic near that point. The derivative of the left side minus the right side with respect to $\delta$ is $n\pi$ there, which is not zero. The implicit function theorem then guarantees one solution that starts from zero and has a convergent power series in $\mu$ for small enough $\mu$. The coefficients can be found order by order.

### Expansion to third order

Write $a=n\pi$ and

$$
R=\left(\frac{Z_q}{Z_f}\right)^2=\frac{Z_q^2}{\rho G}.
\tag{14}
$$

Use $\tan x=x+x^3/3+O(x^5)$ on both sides of (13). On the right, the prefactor $Z_f/Z_q$ cancels the factor $Z_q/Z_f$ in the linear term and leaves $R$ in the cubic one:

$$
a\delta+\frac{a^3\delta^3}{3}
=-a\mu(1+\delta)-\frac{a^3\mu^3R}{3}(1+\delta)^3+O(\mu^5).
\tag{15}
$$

Because $\delta$ is of order $\mu$, the factor $(1+\delta)^3$ may be replaced by 1 at an error of order $\mu^4$. Division by $a$ gives

$$
\delta+\frac{a^2\delta^3}{3}=-\mu-\mu\delta-\frac{a^2\mu^3R}{3}+O(\mu^4).
\tag{16}
$$

Insert $\delta=c_1\mu+c_2\mu^2+c_3\mu^3+O(\mu^4)$ and compare equal powers:

$$
c_1=-1,\qquad c_2=-c_1=1,\qquad
c_3+\frac{a^2c_1^3}{3}=-c_2-\frac{a^2R}{3}.
\tag{17}
$$

With $c_1^3=-1$ the last relation is $c_3=-1+a^2/3-a^2R/3$. Therefore

$$
\delta=-\mu+\mu^2-\mu^3-\frac{(n\pi)^2}{3}\left[\frac{Z_q^2}{\rho G}-1\right]\mu^3+O(\mu^4).
\tag{18}
$$

The first two terms are real and contain no modulus. The reason can be read from (9). The film acts on the plate through $Z_f\tan(k_fd)$, which is odd in $d$. Its linear part is $Z_fk_fd=\omega\rho d$, pure inertia by (5). The next part is

$$
\frac{Z_f(k_fd)^3}{3}=\frac{\omega\rho d}{3}\,\frac{\omega^2\rho d^2}{G}=\frac{\omega^3\rho^2d^3}{3G}.
\tag{19}
$$

The term $\mu^2$ in (18) does not come from deformation. It arises because the loaded plate vibrates more slowly, which reduces the inertial force of the film.

The modulus of a real film depends on frequency. If $G(\omega)$ is smooth near $\omega_0$, the shift changes it by an amount of order $\mu$. Since $G$ first appears in the $\mu^3$ term, this change enters at order $\mu^4$, and $G(\omega_0)$ may be used in (18).

### The bandwidth

For a lossless plate the imaginary part of (18) comes from $R$ alone at this order. By (3), $\operatorname{Im}R=-Z_q^2J''/\rho$, and the minus sign in front of the bracket makes the result positive:

$$
\operatorname{Im}\delta=\frac{(n\pi)^2Z_q^2J''}{3\rho}\mu^3+O(\mu^4).
\tag{20}
$$

The sign agrees with (1): the film makes the vibration decay. By (10), $n\pi Z_q=\omega_0m_q$. Multiplying (20) by $\omega_0$ and inserting $\mu=\rho d/m_q$ gives

$$
\omega''=\omega_0\,\frac{\omega_0^2m_q^2J''}{3\rho}\,\frac{\rho^3d^3}{m_q^3}
=\frac{\omega_0^3\rho^2d^3J''}{3m_q}.
\tag{21}
$$

Division by $2\pi$ yields the leading film-induced half bandwidth, and (2) the dissipation factor:

$$
\Gamma=\frac{\omega_0^3\rho^2J''}{6\pi m_q}\,d^3,\qquad
D=\frac{2\omega_0^2\rho^2J''}{3m_q}\,d^3 .
\tag{22}
$$

There is no first-order or second-order term. At fixed $J''$ the half bandwidth grows as $n^3$ with the overtone number. If the compliance varies with frequency, its value at each overtone must be used.

Equation (4) was also solved numerically by spectral elements, without the tangent condition (9). In units where the density, modulus and thickness of the plate are 1, the film had density 0.4 and modulus $0.02+0.01i$. Between the thicknesses 0.004 and 0.008 the loss rose with the exponent 2.999. At 0.004 it was 0.9956 times the cubic formula.

### The weighed mass

The rigid-film conversion assigns the areal mass $-m_q\operatorname{Re}\delta$ to the film. Its error relative to the true areal mass $\rho d$ is

$$
e=-\frac{\operatorname{Re}\delta}{\mu}-1
=-\mu+\mu^2+\frac{(n\pi)^2\mu^2}{3}\left[\frac{Z_q^2J'}{\rho}-1\right]+O(\mu^3).
\tag{23}
$$

For a soft film, $Z_q^2J'/\rho$ is much larger than 1, and the other terms in $\mu^2$ can be dropped. With $n\pi Z_q\mu=\omega_0\rho d$,

$$
e\simeq-\mu+\frac{\omega_0^2\rho d^2J'}{3}.
\tag{24}
$$

Both terms vanish as $d\to0$ at fixed $G$. In this sense the softness of a very thin layer does not falsify its weight; a fixed error in the conversion constant $m_q$ is a separate matter. The first term belongs to a rigid film as well. It can be removed by dividing the frequency drop by the loaded frequency instead of the bare one: for a rigid film to second order, $\delta=-\mu(1+\delta)$, so $\mu=-\delta/(1+\delta)$. The second term is the viscoelastic error, and it is positive.

The viscoelastic mass error contains $J'$, whereas the bandwidth contains $J''$. A soft film with little loss can thus be misweighed while it hardly broadens the resonance. Dividing the second term of (24) by $\Gamma$ from (22), and using $|\Delta f|\simeq\mu f_0$ with $f_0=\omega_0/2\pi$, connects the two:

$$
\frac{\omega_0^2\rho d^2J'}{3}=\frac{J'}{J''}\,\frac{\Gamma}{|\Delta f|}
=\frac{G'}{G''}\,\frac{\Gamma}{|\Delta f|}.
\tag{25}
$$

Under the conditions of the model and for $|k_fd|\ll1$, a measured film-induced bandwidth therefore fixes the viscoelastic mass error if the ratio $G'/G''$ is known.

Two limits show what the formulas mean. For a rigid film, $J'$ and $J''$ tend to zero and the film adds mass without loss. A Newtonian liquid film of viscosity $\eta$ has $G=i\omega\eta$, hence $J'=0$ and $J''=1/(\omega\eta)$. It has no viscoelastic mass error at the order of (24), and its bandwidth is

$$
\Gamma_{\text{liquid}}=\frac{\omega_0^2\rho^2d^3}{6\pi m_q\eta}.
\tag{26}
$$

A less viscous film loses more at fixed thickness, because it shears more easily under the same inertial stress. This trend holds while $|k_fd|^2=\omega_0\rho d^2/\eta$ is small.

The same requirement limits the general result. Since $\tan x=x+x^3/3+2x^5/15+\dots$, the expansion needs $|k_fd|\ll1$ besides $n\pi\mu\ll1$. The fifth-order term contains $k_f^4$, whose imaginary part is $-2(\omega_0^2\rho)^2J'J''$, while that of $k_f^2$ is $-\omega_0^2\rho J''$. The relative correction to the cubic loss is therefore

$$
\frac{(2/15)\,2(\omega_0^2\rho d^2)^2J'J''}{(1/3)\,\omega_0^2\rho d^2J''}
=\frac45\,\omega_0^2\rho d^2J',
\tag{27}
$$

apart from a correction of relative order $\mu$. That correction is $-4\mu$: the factor $(1+\delta)^3$ in (15) gives $-3\mu$, and moving $\mu\delta$ to the left side gives $-\mu$. Being linear in $d$, it outweighs (27) in the thinnest films, and it is why the numerical ratio quoted after (22) lies below 1. The law is thus a statement about thickness at a given modulus. For any fixed thickness, a sufficiently compliant film violates it.

## The origin of the cubic law, its limits and a soft layer in numbers

The film has density $\rho$, thickness $d$ and compliance $1/G=J'-iJ''$. The plate has areal mass $m_q$ and angular resonance $\omega_0$, and $\mu=\rho d/m_q$. The time factor is $e^{i\omega t}$, so a positive imaginary part $\omega''$ means decay, and $\Gamma=\omega''/2\pi$ is the half bandwidth. For a homogeneous film bonded to a lossless plate in vacuum, the first half gave the loss (22), $\Gamma=\omega_0^3\rho^2J''d^3/(6\pi m_q)$, and the relative mass error (24), $e\simeq-\mu+\omega_0^2\rho d^2J'/3$.

### Why the loss is cubic

A thin film moves almost with the plate surface, whose amplitude is $u_0$. Equation (4) then gives $d\sigma/dz=-\omega^2\rho u_0$. The outer face carries no stress, so integration from $z$ to $d$ yields

$$
\sigma(z)=\omega^2\rho(d-z)u_0 .
\tag{28}
$$

Each plane in the film must accelerate the material above it. Near the outer face little material remains, and the stress falls linearly to zero. In the numerical film of thickness 0.004 described after (22), the largest deviation from this line was 0.09 % of the largest stress.

The strain is $\sigma/G=(J'-iJ'')\sigma$, and its rate is $i\omega$ times that. The mean power lost per volume is half the real part of $\sigma^*$ times the strain rate:

$$
\tfrac12\operatorname{Re}\left[i\omega(J'-iJ'')\right]|\sigma|^2=\tfrac12\omega J''|\sigma|^2 .
\tag{29}
$$

The integral of $(d-z)^2$ over the film is $d^3/3$. The power lost per area is therefore

$$
P=\frac{\omega J''}{2}\,\omega^4\rho^2|u_0|^2\,\frac{d^3}{3}
=\frac{\omega^5\rho^2J''|u_0|^2d^3}{6}.
\tag{30}
$$

Two powers of $d$ come from the square of the stress and one from the volume in which the loss occurs.

The stored energy is the kinetic energy at the moment of greatest speed. In the plate the amplitude follows a cosine whose square averages to one half, so per area

$$
E=\tfrac12\,\omega^2|u_0|^2\,\frac{m_q}{2}=\frac{m_q\omega^2|u_0|^2}{4}.
\tag{31}
$$

Because the energy decays as $e^{-2\omega''t}$, the power is $P=2\omega''E$. Hence

$$
\omega''=\frac{P}{2E}=\frac{\omega^5\rho^2J''d^3/6}{m_q\omega^2/2}
=\frac{\omega^3\rho^2J''d^3}{3m_q},
\tag{32}
$$

which agrees with (21) at leading order.

The same picture explains the sign of the mass error. Dividing (28) by $G$ and integrating from the plate surface gives

$$
u(z)=u_0\left[1+k_f^2\left(dz-\frac{z^2}{2}\right)\right],\qquad k_f^2=\frac{\omega^2\rho}{G}.
\tag{33}
$$

The inertial force on the plate is $\omega^2\rho$ times the integral of $u$. Since $\int_0^d(dz-z^2/2)\,dz=d^3/2-d^3/6=d^3/3$, the film acts with the effective areal mass $\rho d(1+k_f^2d^2/3)$. The real part of the correction is $\omega^2\rho d^2J'/3$, the second term of (24). The outer part of an elastically compliant film moves farther than the plate and therefore seems heavier.

For a homogeneous film bonded to a lossless plate in vacuum, the leading film-induced loss grows as the cube of the thickness, and the relative viscoelastic mass error as its square. It remains to examine layered films, soft interfaces, and losses in the plate and surrounding gas, and to put numbers to a soft layer on a 5 MHz plate.

Numbers in the example were calculated in double precision.
